\section*{Schottky barrier lowering by the image force in a low-permittivity dielectric}

\section*{Question}

I am working on an exercise about leakage through an interlayer dielectric, where electrons enter the film from a metal electrode. The field in the dielectric is $1\ \mathrm{MV/cm}$ and the optical relative permittivity is $2.2$. I have to find by how much the image force lowers the barrier, and how far from the metal the top of the barrier lies.

I put an image charge behind the metal surface. For an electron at distance $x$ the two charges are $2x$ apart, so in atomic units I wrote the energy as $-1/(2\varepsilon x)$. I added $-Fx$ for the applied field, looked for the maximum, and got a lowering of $0.36\ \mathrm{eV}$. This is said to be too large, and I cannot find the error.

Two other things bother me. Should the field be divided by $\varepsilon$ before I use it, since the electron sits in a dielectric? And why is the optical permittivity used, when the applied voltage is constant in time?

\section*{Answer}

Your geometry is right, and so is the term $-Fx$. The error is a factor of two in the image energy: the image is not an independent charge that stays in place while the electron moves. I first derive that energy, then find the barrier top, and take up your other two questions where they enter.

\subsection*{Setting and conventions}

I use Hartree atomic units, in which the elementary charge, the electron mass, $\hbar$ and $4\pi\varepsilon_0$ equal one. Two charges $q_1$ and $q_2$ at distance $r$ in a uniform dielectric then have the energy $q_1q_2/(\varepsilon r)$. The electron has charge $-1$.

The metal fills $x<0$ and is treated as an ideal conductor with a flat surface. The dielectric fills $x>0$ and is treated as a uniform continuum without trapped charge. For now the second electrode is taken to be far away.

Let $\varphi$ be the barrier without applied field: the energy of an electron at rest deep in the dielectric, measured from the Fermi level of the metal. It contains everything that does not depend on $x$, including the polarization that the electron causes around itself in the dielectric. It will drop out of the lowering.

\subsection*{The force on the electron}

Place the electron at distance $x$ from the surface. The metal surface must be an equipotential, which we may set to zero. An image charge $+1$ at $-x$ achieves this, because every point of the surface is equally far from the electron and from the image, and their potentials cancel there.

This is the only solution in the dielectric that vanishes at large distance. The difference of two such solutions would have no sources in $x>0$ and would vanish on the surface and at infinity. A function obeying Laplace's equation has no maximum or minimum inside its region, so the difference is zero everywhere.

The field of the induced surface charge in the dielectric is therefore the field of the image. The electron is pulled towards the metal by a force of magnitude
\begin{equation}
f(x)=\frac{1}{\varepsilon(2x)^2}=\frac{1}{4\varepsilon x^2}.
\end{equation}

\subsection*{The energy, and the missing factor of two}

The image energy is minus the work needed to take the electron from $x$ to infinity against this force:
\begin{align}
U_{\mathrm{im}}(x)&=-\int_x^\infty \frac{ds}{4\varepsilon s^2}
=-\frac{1}{4\varepsilon}\left[-\frac1s\right]_x^\infty
=-\frac{1}{4\varepsilon x}.
\end{align}
Your expression $-1/(2\varepsilon x)$ is the energy of two independent charges at separation $2x$. To separate those, one would hold one charge fixed and move the other until the separation has grown from $2x$ to infinity. Here, when the electron moves by $ds$, the separation grows by $2\,ds$, but work is done on the electron alone, over the path $ds$. This halves the work.

The same factor follows from building up the charge at a fixed position. When the charge at $x$ has reached $-\lambda$, the image is $+\lambda$, and the induced potential at the electron's position is $\lambda/(2\varepsilon x)$. Adding a further charge $-d\lambda$ changes the energy by $-\lambda\,d\lambda/(2\varepsilon x)$. Hence
\begin{equation}
U_{\mathrm{im}}(x)=-\frac{1}{2\varepsilon x}\int_0^1\lambda\,d\lambda=-\frac{1}{4\varepsilon x}.
\end{equation}
The factor $\tfrac12$ appears because the induced charge grows in proportion to the charge that induces it.

This energy can also be checked without assuming an image. In the numerical output, the charge induced on a large grounded disc was found from the condition of zero potential, and the resulting force was integrated from $12$ to $48$ bohr. The work was $0.007111$ hartree, against $0.007102$ hartree from the formula. The difference is $0.13\,\%$ of the latter.

\subsection*{Adding the applied field}

The electrode emits electrons, so the electric field vector points towards it and the force on the negative electron points away from it. With $F>0$ for the magnitude of the field, this force is $+F$ and its energy is $-Fx$. The total energy is
\begin{equation}
U(x)=\varphi-\frac{1}{4\varepsilon x}-Fx .
\label{eq:U}
\end{equation}

Here $F$ is not divided by $\varepsilon$. It is the field inside the dielectric, and the polarization of the dielectric is already included in it. For a uniform film free of space charge, it is the potential difference across the film divided by its thickness. A further division would count the polarization twice.

The image term does contain $\varepsilon$, because there we started from charges and had to find the field they produce in the dielectric.

\subsection*{The top of the barrier}

Without the image term, the energy in the dielectric would be $\varphi-Fx$, with its highest value $\varphi$ at the surface. The lowering is therefore $\Delta=\varphi-U_{\max}$. Differentiating Eq.~\eqref{eq:U} gives
\begin{equation}
U'(x)=\frac{1}{4\varepsilon x^2}-F .
\end{equation}
At the top the image force and the applied force balance, so
\begin{align}
\frac{1}{4\varepsilon x_m^2}&=F, &
x_m^2&=\frac{1}{4\varepsilon F}, &
x_m&=\frac{1}{2\sqrt{\varepsilon F}} .
\label{eq:xm}
\end{align}
The positive root is taken because the dielectric lies at $x>0$. The second derivative, $U''(x)=-1/(2\varepsilon x^3)$, is negative for all $x>0$, so this point is the single maximum.

Now insert $x_m$ into the two terms separately:
\begin{align}
\frac{1}{4\varepsilon x_m}&=\frac{2\sqrt{\varepsilon F}}{4\varepsilon}
=\frac12\sqrt{\frac{F}{\varepsilon}}, &
Fx_m&=\frac{F}{2\sqrt{\varepsilon F}}
=\frac12\sqrt{\frac{F}{\varepsilon}} .
\end{align}
They are equal, and their sum is the lowering:
\begin{equation}
\Delta=\sqrt{\frac{F}{\varepsilon}}=2Fx_m .
\label{eq:delta}
\end{equation}

The shape of the barrier becomes clear if the distance is measured in units of $x_m$. With $x=s\,x_m$, the image term is $\Delta/(2s)$ and the field term is $s\Delta/2$ in magnitude, so
\begin{equation}
U=\varphi-\frac{\Delta}{2}\left(s+\frac1s\right)
=\varphi-\Delta-\frac{\Delta}{2}\,\frac{(s-1)^2}{s}.
\end{equation}
The last form follows from $s+1/s=2+(s-1)^2/s$. At half or twice the distance $x_m$ the energy lies $\Delta/4$ below the top.

\subsection*{The numbers}

The atomic unit of field is $5142.21\ \mathrm{MV/cm}$, so
\begin{equation}
F=\frac{1.0}{5142.21}=1.9447\times10^{-4}.
\end{equation}
For the position we need
\begin{align}
\varepsilon F&=2.2\times1.9447\times10^{-4}=4.278\times10^{-4}, &
\sqrt{\varepsilon F}&=0.02068,
\end{align}
and Eq.~\eqref{eq:xm} gives
\begin{equation}
x_m=\frac{1}{2\times0.02068}\approx24.2\ \text{bohr}\approx1.28\ \mathrm{nm}.
\end{equation}
For the lowering,
\begin{align}
\frac{F}{\varepsilon}&=\frac{1.9447\times10^{-4}}{2.2}=8.840\times10^{-5},\\
\Delta&=\sqrt{8.840\times10^{-5}}=0.00940\ \text{hartree}\approx0.256\ \mathrm{eV}.
\end{align}
The barrier is thus lowered by about $0.26\ \mathrm{eV}$, and its top lies about $1.3\ \mathrm{nm}$ from the metal. As a check on the arithmetic, $2Fx_m$ also gives $0.00940$ hartree. A direct search for the maximum, with the energy written in SI units, gives the same position and lowering, with $0.128\ \mathrm{eV}$ from each of the two terms.

Your value can now be traced. With $-1/(2\varepsilon x)$ the balance of forces reads $1/(2\varepsilon x^2)=F$, so $x=1/\sqrt{2\varepsilon F}$. The two terms are again equal at the top, and the lowering becomes
\begin{equation}
2Fx=\frac{2F}{\sqrt{2\varepsilon F}}=\sqrt{\frac{2F}{\varepsilon}}=\sqrt2\,\Delta ,
\end{equation}
which is $0.36\ \mathrm{eV}$. A factor of two in the image energy becomes a factor $\sqrt2$ in the lowering.

If you prefer SI units, the balance of forces is $e^2/(16\pi\varepsilon_0\varepsilon x_m^2)=eF$, and the lowering is $2eFx_m$. This gives
\begin{align}
x_m&=\sqrt{\frac{e}{16\pi\varepsilon_0\varepsilon F}}, &
\Delta&=2eF\sqrt{\frac{e}{16\pi\varepsilon_0\varepsilon F}}
=\sqrt{\frac{e^3F}{4\pi\varepsilon_0\varepsilon}} .
\end{align}

\subsection*{Why the optical permittivity?}

The two terms in $U$ describe different responses. The applied field is constant in time, so all the polarization of the film, slow and fast, has settled, and $F$ is the resulting field. The image term describes the response to one electron on its way across the barrier. If the electron passes too quickly for the atoms to move, only the electronic polarization follows it, and this is what the optical permittivity measures.

That is an assumption about time scales, not a consequence of the electrostatics above. The margin is not wide: an electron with thermal speed, about $10^5\ \mathrm{m/s}$ at room temperature, needs roughly $10\ \mathrm{fs}$ to cover a distance $x_m$, while a Si--O stretching vibration has a period of about $30\ \mathrm{fs}$. If slower polarization followed the electron as well, a larger permittivity would belong in the image term. With $3.0$ as a trial value, the lowering is $0.219\ \mathrm{eV}$ and the top lies at $1.10\ \mathrm{nm}$. The lowering is then $14\,\%$ smaller than with $2.2$.

The square roots keep such changes moderate. Taking the logarithm of Eq.~\eqref{eq:delta} and differentiating gives, for small changes,
\begin{equation}
\frac{d\Delta}{\Delta}=\frac12\frac{dF}{F}-\frac12\frac{d\varepsilon}{\varepsilon}.
\end{equation}
An error of $10\,\%$ in the permittivity therefore changes the lowering by about $5\,\%$.

\subsection*{Weak and strong fields}

With the second electrode far away, the lowering vanishes as $\sqrt F$ for $F\to0$, while the top moves away from the metal as $1/\sqrt F$. In a film of finite thickness this holds only as long as $x_m$ is much smaller than the thickness. In the other direction, four times the field doubles the lowering and halves the distance: at $4\ \mathrm{MV/cm}$ they are $0.512\ \mathrm{eV}$ and $0.64\ \mathrm{nm}$.

Within this model the barrier would disappear when $\Delta=\varphi$, that is, at $F=\varepsilon\varphi^2$. This should not be read as a prediction for a real film. For $\varphi=2\ \mathrm{eV}$ the field would be $61\ \mathrm{MV/cm}$, far above the breakdown field of ordinary dielectric films, and the top would lie only $0.16\ \mathrm{nm}$ from the metal, too close for the image formula. Electrons can also tunnel through the barrier before it disappears.

That formula diverges at $x=0$, where the real energy stays finite. It needs a distance at which the atomic structure of the surface and the spread of the induced charge in the metal no longer matter. At $1.3\ \mathrm{nm}$, several interatomic distances from the metal, it is a reasonable estimate; at $0.64\ \mathrm{nm}$ it is less secure. In a porous dielectric there is a further limit: if the pores are about as large as $x_m$, a single uniform permittivity describes the region near the electrode only roughly.

\subsection*{When does the second electrode matter?}

Let the second metal surface be at $x=d$. Both surfaces must now be equipotentials for the induced field. Repeated reflection gives charges of the electron's sign at $x+2nd$ and of the opposite sign at $-x+2nd$, for all integers $n$; the electron itself is the $n=0$ member of the first set. The sums are taken symmetrically in $n$.

The distances from the electron are $2|n|d$ for the first set and $2|x-nd|$ for the second. The charging argument again supplies a factor $\tfrac12$. The opposite charge with $n=0$ gives the earlier $-1/(4\varepsilon x)$. Combining $n$ with $-n$, the remaining images add
\begin{align}
\delta U&=\frac{1}{2\varepsilon}\sum_{n=1}^{\infty}
\left[\frac{2}{2nd}-\frac{1}{2(nd-x)}-\frac{1}{2(nd+x)}\right]\nonumber\\
&=\frac{1}{2\varepsilon}\sum_{n=1}^{\infty}
\left[\frac{1}{nd}-\frac{nd}{n^2d^2-x^2}\right]
=-\frac{1}{2\varepsilon}\sum_{n=1}^{\infty}\frac{x^2}{nd\,(n^2d^2-x^2)} .
\end{align}
This is negative, so the second electrode lowers the barrier a little further.

To bound the effect, take $x\le d/2$. Then $n^2d^2-x^2\ge\tfrac34n^2d^2$. Also, $\sum 1/n^3<1+\tfrac18+\int_2^\infty dt/t^3=\tfrac54$. Therefore
\begin{equation}
|\delta U|<\frac{1}{2\varepsilon}\cdot\frac43\cdot\frac54\,\frac{x^2}{d^3}
<\frac{x^2}{\varepsilon d^3}
=4\left(\frac{x}{d}\right)^3\frac{1}{4\varepsilon x}.
\end{equation}
At $x_m$ the last factor is $\Delta/2$. The new maximum cannot lie below the new energy at $x_m$, so the additional lowering is less than $2(x_m/d)^3\Delta$. For a film ten times as thick as $x_m$, this is less than $0.2\,\%$ of $\Delta$. The one-electrode formula is then sufficient, provided $F$ is the actual field in the film.

\subsection*{What the lowering does to the leakage current}

Suppose that the current is limited by thermal emission over the barrier, and that the remaining height $W=\varphi-\Delta$ is much larger than $k_BT$. The electrons that can cross belong to the tail of the Fermi distribution, where the supply at energy $E$ for motion towards the surface is proportional to $e^{-E/k_BT}$. Counting those above $W$ gives
\begin{equation}
\int_W^\infty e^{-E/k_BT}\,dE=k_BT\,e^{-W/k_BT}.
\end{equation}
If every electron above the top crosses and none below it does, the current at fixed temperature is proportional to
\begin{equation}
\exp\left(-\frac{\varphi}{k_BT}\right)\exp\left(\frac{1}{k_BT}\sqrt{\frac{F}{\varepsilon}}\right).
\end{equation}
The logarithm of the current then rises linearly with $\sqrt F$, with slope $1/(k_BT\sqrt{\varepsilon})$. The lowering alone does not give the size of the current, for which $\varphi$ and the temperature are also needed. The relation fails when traps and transport inside the film, rather than the electrode, limit the current.

It also fails when tunnelling carries much of the current. Near its top the barrier is an inverted parabola. For an electron of mass $m$ at a small energy $\delta$ below the top (further down, the barrier is wider than the parabola and the decay is faster), the tunnelling probability falls roughly as $e^{-2\pi\delta/\omega}$, with $\omega=\sqrt{|U''(x_m)|/m}$, while the supply grows as $e^{\delta/k_BT}$. Tunnelling is therefore negligible only if $\omega\ll2\pi k_BT$. At $1\ \mathrm{MV/cm}$ and with the free electron mass, $\omega$ is $0.11\ \mathrm{eV}$, against $2\pi k_BT=0.16\ \mathrm{eV}$ at $300\ \mathrm{K}$. Since $\omega\propto F^{3/4}/\sqrt m$, an effective mass of $0.5$ in the dielectric raises it to $0.15\ \mathrm{eV}$, and at $4\ \mathrm{MV/cm}$ it is $0.31\ \mathrm{eV}$ even with the free electron mass. In your exercise tunnelling just below the top therefore carries a large part of the current at room temperature, and the simple relation is at best a rough guide; at $4\ \mathrm{MV/cm}$ it does not apply. It becomes better at lower fields and higher temperatures.

\section*{Computed results}
\begin{verbatim}
INPUT
field in the dielectric: 1.0 MV/cm
optical permittivity: 2.2 (dimensionless)
CONVERSION FACTORS
atomic unit of field: 5142.21 MV/cm
hartree: 27.2114 eV
bohr: 0.052918 nm
INTERMEDIATE VALUES
field F: 1.9447e-04 a.u.
product eps*F: 4.2783e-04 a.u.
square root of eps*F: 0.02068 a.u.
quotient F/eps: 8.8395e-05 a.u.
MAIN RESULTS
barrier-top position: 24.17 bohr = 1.279 nm
barrier lowering: 0.009402 hartree = 0.2558 eV
check 2*F*x_m: 0.009402 hartree
DIRECT NUMERICAL SEARCH IN SI UNITS
barrier-top position: 1.279 nm
barrier lowering: 0.2558 eV
image energy at the top: -0.1279 eV
field energy at the top: -0.1279 eV
IMAGE ENERGY FROM INDUCED CHARGE ON A GROUNDED DISC
distances: 12 to 48 bohr
work from ring solution: 0.007111 hartree
work from -1/(4 eps x): 0.007102 hartree
relative difference: 0.13 %
VARIATIONS
lowering at 4.0 MV/cm: 0.5117 eV
position at 4.0 MV/cm: 0.640 nm
lowering for permittivity 3.0: 0.2191 eV
position for permittivity 3.0: 1.095 nm
lowering with mistaken -1/(2 eps x): 0.3618 eV
\end{verbatim}
